# Why less acid diffusion can make a resist edge rougher

A 32 nm pitch line pattern has a calculated edge roughness of 0.36 nm rms when the acid diffusion length is 7 nm. With diffusion switched off and nothing else changed, the roughness is 0.58 nm. It is nearly the same, 0.57 nm, when the diffusion length is 16 nm. The rule that less diffusion always gives a smoother edge therefore fails between 7 nm and zero, although it holds between 16 nm and 7 nm.

## The model behind these numbers

The resist is chemically amplified: exposure creates acid, and during the bake the acid diffuses and catalyses the removal of protecting groups. Let $x$ run across the lines and $y$ along them. The edge is taken as averaged over the film depth. Acid is reflected at the film faces, so integration over depth leaves ordinary diffusion in the $xy$ plane. The mean number of acids per unit area is

$$n(x)=N(1+m\cos qx),\qquad q=2\pi/p ,$$

with pitch $p$ and modulation $m$. The edge lies at $x_0=p/4$, where the cosine vanishes and the density is $N$. Acids are first taken as independent, randomly placed points (a Poisson process).

The bake lasts a time $T$ and the diffusion coefficient $D$ is constant. An acid created at the origin is found at time $t$ with a Gaussian distribution of variance $2Dt$ along each axis, and $\sigma=\sqrt{2DT}$ is the diffusion length. Write

$$G_V(\mathbf r)=\frac{1}{2\pi V}e^{-r^2/2V}.$$

Deprotection depends on the acid concentration accumulated over the bake. Dissolution averages over a further small region, described by a Gaussian of standard deviation $a$. Gaussian variances add under convolution, so one acid contributes

$$K(\mathbf r)=\frac1T\int_0^T G_{a^2+2Dt}(\mathbf r)\,dt$$

to the effective exposure $E(\mathbf r)=\sum_i K(\mathbf r-\mathbf r_i)$. The developed edge is the contour $E=N$. When $\sigma$ is varied, the dose, bake time, reaction rate, $m$ and $a$ are held fixed; only $D$ changes.

**Slope.** Convolution with $G_V$ multiplies $\cos qx$ by $e^{-q^2V/2}$. Averaging over the bake gives

$$\langle E\rangle=N\left[1+m\,e^{-q^2a^2/2}F\cos qx\right],$$

$$F=\frac1T\int_0^T e^{-q^2Dt}dt=\frac{1-e^{-u}}{u},\qquad u=q^2DT=\frac{q^2\sigma^2}{2}.$$

The mean exposure at $x_0$ stays equal to $N$, so diffusion does not move the contour of the mean exposure. Since $\sin qx_0=1$, the magnitude of the slope there, divided by $N$, is

$$g=m\,q\,e^{-q^2a^2/2}F .$$

**Noise.** Divide the plane into small cells. Their acid counts are independent, and each has a variance equal to its mean. Hence

$$\mathrm{Var}\,E(\mathbf r_0)=\int n(\mathbf r')K^2(\mathbf r_0-\mathbf r')\,d^2r' .$$

At a distance $s$ from the edge, $\cos q(x_0+s)=-\sin qs$, which is odd, while $K^2$ is even. The modulated part therefore integrates to zero, and the relative variance is $J_2/N$ with $J_2=\int K^2d^2r$.

To evaluate it, use $\int G_VG_{V'}d^2r=G_{V+V'}(0)=1/[2\pi(V+V')]$. Here $V+V'=2a^2+2D(t+t')$. With $s=Dt$, $s'=Dt'$ and $w=DT=\sigma^2/2$,

$$J_2=\frac{1}{4\pi w^2}\int_0^w\!\!\int_0^w\frac{ds\,ds'}{a^2+s+s'} .$$

The integral over $s'$ gives $\ln(a^2+s+w)-\ln(a^2+s)$. An antiderivative of $\ln z$ is $z\ln z-z$. The linear terms cancel, because $(a^2+2w)-2(a^2+w)+a^2=0$. With $f(z)=z\ln z$ and $4w^2=\sigma^4$,

$$J_2=\frac{f(a^2+\sigma^2)-2f(a^2+\sigma^2/2)+f(a^2)}{\pi\sigma^4}.$$

At $\sigma=0$ the double integral is an average of a constant, and $J_2=1/(4\pi a^2)$. In the opposite limit $a\to0$, the numerator becomes $\sigma^2\ln\sigma^2-\sigma^2\ln(\sigma^2/2)=\sigma^2\ln2$, so $J_2=\ln2/(\pi\sigma^2)$. A single Gaussian of the final variance $\sigma^2$ would give $1/(4\pi\sigma^2)$, too small by a factor $4\ln2\approx2.8$. Acid also reacts early in the bake, before it has spread, and that part of its record is sharper.

**Roughness.** A small fluctuation $\delta E$ moves the contour by $\delta x$, where $\delta E-Ng\,\delta x=0$. The rms displacement is therefore

$$R=\frac{\sqrt{J_2/N}}{m\,q\,e^{-q^2a^2/2}F}. \tag{1}$$

Diffusion lowers the numerator and the denominator together. The change in $R$ depends on which falls by the larger fraction.

## The counter-example in numbers

Take an extreme-ultraviolet resist 30 nm thick, with an edge dose of 15 mJ/cm² and an absorption coefficient of 5 per µm. The photon energy is 91.84 eV, so 10.19 photons arrive per nm² at the edge. A fraction $1-e^{-0.15}$ is absorbed, which is 1.42 per nm². Two acids per absorbed photon give $N=2.84$ per nm². The other inputs are $m=0.8$, $a=2$ nm and $q=2\pi/32=0.1963$ nm⁻¹.

Without diffusion, the relative noise is $[4\pi(2)^2(2.84)]^{-1/2}=0.0837$, the relative slope is 0.1454 nm⁻¹, and $R=0.0837/0.1454=0.576$ nm. For other diffusion lengths:

| $\sigma$ (nm) | relative noise | relative slope (nm⁻¹) | $R$ (nm) |
|---|---|---|---|
| 0 | 0.0837 | 0.1454 | 0.576 |
| 2 | 0.0690 | 0.1400 | 0.493 |
| 4 | 0.0505 | 0.1251 | 0.404 |
| 7 | 0.0342 | 0.0941 | 0.363 |
| 10 | 0.0254 | 0.0645 | 0.395 |
| 16 | 0.0167 | 0.0293 | 0.569 |

The first 2 nm of diffusion removes 18 % of the noise and only 4 % of the slope. From 10 to 16 nm, the noise falls by 35 % and the slope by 55 %. The two fractional rates balance at $\sigma=6.9$ nm, where $R=0.363$ nm. For a 60 s bake this means $D=\sigma^2/(2T)=0.40$ nm²/s. Halving the optimum length raises $R$ to 0.42 nm, and doubling it gives 0.50 nm. The whole advantage over zero diffusion is lost at 16.2 nm.

Equation (1) assumes small displacements. A lattice simulation with random acid counts, which located the actual threshold crossings, gave 0.577, 0.408, 0.359, 0.394 and 0.585 nm at $\sigma=0$, 4, 7, 10 and 16 nm. Each value agrees with (1) to within 3 %, so linearisation does not create the minimum.

## When less diffusion is better

The result depends on how many directions take part in the averaging of noise. Call this number $d$. The depth-averaged edge has $d=2$. A point on the sidewall of a film much thicker than $\sigma$, away from its faces, has $d=3$, with $N$ the acid density per unit volume. The mean position of a long edge segment has $d=1$, as shown below.

In $d$ dimensions $G_V(0)=(2\pi V)^{-d/2}$, so the same calculation gives

$$J_d=\frac1{T^2}\int_0^T\!\!\int_0^T\left[4\pi(a^2+Dt+Dt')\right]^{-d/2}dt\,dt'.$$

**Statement.** Within this linear model, for $d=1,2,3$ and $a>0$:

1. If $(qa)^2\ge d/2$, then $R$ increases with $\sigma$ over the whole range, and less diffusion is better.
2. If $(qa)^2<d/2$, then $R$ first falls and finally grows without limit, so its minimum lies at a nonzero $\sigma$.

**Proof.** Let $S=(t+t')/T$, with $t$ and $t'$ independent and uniform on $[0,T]$. The density of $S$ is triangular: $\tau(S)=S$ for $0\le S\le1$, $\tau(S)=2-S$ for $1\le S\le2$, and zero elsewhere. Writing $F^2$ as a double integral over $t$ and $t'$ shows that noise and slope involve averages over the same variable:

$$\frac{J_d(w)}{J_d(0)}=\langle h(wS)\rangle,\quad h(z)=\left(1+\frac{z}{a^2}\right)^{-d/2},$$

$$F^2=\langle e^{-q^2wS}\rangle .$$

Therefore

$$\rho(w)\equiv\frac{R^2(w)}{R^2(0)}=\frac{\langle h(wS)\rangle}{\langle e^{-q^2wS}\rangle}. \tag{2}$$

For small $w$, use $\langle S\rangle=1$, $h\approx1-zd/(2a^2)$ and $e^{-q^2z}\approx1-q^2z$. To first order,

$$\rho(w)\approx1+w\left(q^2-\frac{d}{2a^2}\right).$$

The bracket is negative when $(qa)^2<d/2$. This proves the initial fall in part 2.

For large $w$, $F\to1/(q^2w)$, while $h(wS)\to a^d(wS)^{-d/2}$. The average $\langle S^{-d/2}\rangle$ is finite, because $\tau(S)=S$ near zero and $d<4$. Hence

$$\rho(w)\to q^4a^d\langle S^{-d/2}\rangle\,w^{2-d/2}\to\infty .$$

The slope decays faster than the noise. A continuous function that starts by falling and ends by diverging has its minimum at some nonzero $w$, which completes part 2.

For part 1, define $c(z)=h(z)e^{q^2z}$. Then

$$\frac{d\ln c}{dz}=q^2-\frac{d}{2(a^2+z)} .$$

If $(qa)^2\ge d/2$, this is positive for every $z>0$, so $c$ increases. With $z=wS$, equation (2) says that $\rho(w)$ is the mean of $c(z)$ under the normalised weight

$$P_w(z)\propto e^{-q^2z}\,\tau(z/w),\qquad 0<z<2w .$$

It remains to show that a larger $w$ moves this weight to larger $z$. Take $w_2>w_1$. Apart from a constant, $P_{w_2}/P_{w_1}$ is $\tau(z/w_2)/\tau(z/w_1)$:

- For $z<w_1$ it is constant, since both functions are linear in $z$.
- For $z$ between $w_1$ and the smaller of $w_2$ and $2w_1$, the numerator rises and the denominator falls, so the ratio rises.
- If $w_2<2w_1$, then for $w_2<z<2w_1$ it is proportional to $(2w_2-z)/(2w_1-z)$. The derivative of this has the sign of $2(w_2-w_1)>0$, so the ratio again rises.
- For $2w_1<z<2w_2$, $P_{w_1}$ vanishes and $P_{w_2}$ does not.

The ratio never decreases. Both weights integrate to one, so $P_{w_2}-P_{w_1}$ changes sign once, from negative to positive, at some $z_*$. Consequently

$$\rho(w_2)-\rho(w_1)=\int[c(z)-c(z_*)]\,[P_{w_2}(z)-P_{w_1}(z)]\,dz>0 ,$$

because the subtracted constant contributes nothing and the two brackets have the same sign on either side of $z_*$. This proves part 1.

For the depth-averaged edge the criterion is $a\ge p/2\pi$. At 32 nm pitch this is 5.1 nm, well above the assumed 2 nm. If $a$ is raised to 6 nm with everything else fixed, $R$ is 0.356, 0.375 and 0.430 nm at $\sigma=0$, 4 and 7 nm. Here less diffusion is better: dissolution has already smoothed much of the noise, and diffusion lowers the slope by a larger fraction than the remaining noise. With $a$ kept at 2 nm, the same situation arises at pitches up to $2\pi a\approx12.6$ nm.

## Where the optimum lies

When $a\to0$ the optimum has a simple form. Then $J_d\propto w^{-d/2}\propto u^{-d/2}$, and

$$R\propto\frac{u^{1-d/4}}{1-e^{-u}} .$$

Setting the derivative of $\ln R$ to zero gives $(1-d/4)/u=1/(e^u-1)$, or

$$\frac{e^u-1}{u}=\frac{4}{4-d}. \tag{3}$$

The left side is $1+u/2+u^2/6+\dots$, with positive coefficients. It rises from 1 to infinity, so there is one root. From $\sigma/p=\sqrt{2u}/2\pi$, the optimum is $0.167p$, $0.252p$ and $0.344p$ for $d=1$, 2 and 3. More directions of averaging make diffusion more effective against noise and favour a longer $\sigma$.

For $d=2$ and 32 nm pitch, (3) gives 8.1 nm. The finite $a=2$ nm lowers this to 6.9 nm, because part of the smoothing is already done. A scan of (1) from 0.3 to 30 nm found one turning point in this example. The proof above does not establish uniqueness for every finite $a$.

## A different roughness has a different optimum

Now average the edge position over a length $L$ much greater than $\sigma$ and $a$. Apart from end effects, an acid beside the segment contributes $K_1(x)/L$ to the averaged exposure, where $K_1=\int K\,dy$. Integrating the squared contribution over all acids gives the variance

$$N\,L\int\frac{K_1^2}{L^2}dx=\frac{N J_1}{L}.$$

In (1), $J_2/N$ is therefore replaced by $J_1/(NL)$. Movement of acid along the line no longer helps, since the average over $L$ has already included it. Movement across the line still does.

For $L=256$ nm, the formula gives 0.096 nm at zero diffusion, a minimum of 0.086 nm at $\sigma=4.2$ nm, and 0.093 nm at 7 nm. End effects, which the formula drops, lower these values by about 1 % and leave the minimum at 4.2 nm. The minimum is shallow. The simulation gave 0.088, 0.091 and 0.095 nm at 0, 4 and 7 nm, and so did not show it. These values come from 160 segment averages, for which the sampling error is about 6 % if they are independent. That is too coarse to confirm or exclude a dip of 10 %. The simulation does show the loss at long diffusion, with 0.199 nm at 16 nm. A diffusion length chosen for local roughness is thus not automatically the best one for placement of long segments.

## Quencher, photon clusters and saturation

**Quencher.** A base quencher neutralises acid, but its molecules are also randomly placed. Suppose acid and quencher have the same $D$ and neutralise each other instantly. Their difference in density then diffuses linearly, and where it is positive it is the surviving acid. If acid is in excess everywhere, a uniform quencher density $\beta N$ leaves the absolute slope unchanged and adds its own counting variance. The roughness is then multiplied by $\sqrt{1+\beta}$, or 1.18 for $\beta=0.4$.

In the example the darkest region holds only $0.2N$ of acid, so that condition fails there. The simulation sets the surviving acid to zero wherever quencher is in excess, and adjusts the threshold to hold the mean edge. With the initial acid density fixed, it gave 0.68, 0.48, 0.43, 0.46 and 0.66 nm at $\sigma=0$, 4, 7, 10 and 16 nm. At 7 nm this is 20 % above the value without quencher, and the smallest of the five values is still at 7 nm. Neutralisation was treated in depth-averaged columns of 1 nm² area, which is a rough approximation. At $\sigma=0$ the result depends on this cell: it runs from 0.60 nm for columns 0.25 nm wide to 0.70 nm for columns 2 nm wide, and is 0.59 nm for cubic cells of 1 nm³. For $\sigma\ge4$ nm, columns and cubic cells agree to about 1 %. Slow neutralisation or an immobile quencher would need a separate calculation.

**Photon clusters.** Two acids from one photon are not independent. Let a photon produce a Poisson number of acids with mean $Y$, each displaced by secondary electrons with standard deviation $b$ along each axis. The mean number of ordered pairs of distinct acids is $Y^2$. The mean squared contribution of a photon, integrated over its position, is thus $YJ_2(a)+Y^2J_2(\sqrt{a^2+b^2})$. Multiplying by the photon density $N/Y$ and dividing by $N^2$ gives

$$\frac{J_2(a)+Y\,J_2\!\left(\sqrt{a^2+b^2}\right)}{N}$$

in place of $J_2/N$. The modulation $m$ is that of the acid image, after the electron spread.

For $Y=2$ and $b=3$ nm, $R$ is 0.73 nm at zero diffusion, 0.56 nm at an optimum of 6.0 nm, and 0.95 nm at 16 nm. The simulation gave 0.571 nm at 7 nm, against 0.562 nm from the formula. This is the largest of the three corrections: it raises $R$ at 7 nm by 55 %. It also reduces the benefit of optimum diffusion over none from 37 % to 24 %, because the pair noise has already been spread by the electrons.

**Saturation.** The deprotected fraction saturates as $1-e^{-E/N}$ if the exponent is one at the edge. Applying this to the depth-averaged exposure, before dissolution averaging and with the threshold reset to hold the mean edge, gave 0.59, 0.35 and 0.57 nm at $\sigma=0$, 7 and 16 nm. On the 1 nm lattice these differ from the unsaturated simulation by less than 3 %, which is comparable with the sampling error. The value at $\sigma=0$ depends on the cell size, and lies between about 0.57 and 0.63 nm for cells from 0.25 to 2 nm wide. In a real film, saturation acts around each acid. With very little diffusion an acid can deprotect only the groups within its reach, so the mean deprotection falls and the edge moves unless the dose or threshold is changed. The zero-diffusion value is therefore a limit of the model, not a working condition.

## Reading the result for a real resist

The inputs are rough values in the regime of extreme-ultraviolet resists, and diffusion lengths of several nanometres are realistic there. The modulation of 0.8 is optimistic: with an electron spread $b=3$ nm it requires a photon image of modulation $m\,e^{q^2b^2/2}=0.95$, close to perfect contrast. A lower $m$ raises $R$ in proportion to $1/m$ but leaves the optimum of (1) in place. Measured edge roughness is roughly 1 nm rms, above the 0.36 nm of the basic model. Real resists break its assumption of independent acids, and clustering alone brings the optimum value to 0.56 nm. Polymer granularity, development noise and a diffusion coefficient that changes with deprotection are not included, and their effect has not been calculated here.

A change of resist chemistry may alter $D$, the reaction rate, the acid yield and the quencher together. An improvement seen after such a change does not by itself show that smaller $D$ was the cause. At fixed dose, reaction rate and image, (1) supports reducing diffusion when $\sigma$ lies above the optimum. Below it, (1) predicts a rougher edge, because further reduction raises the counting noise by a larger fraction than the slope. The remaining values are in the numerical output.

## Computed values

```
pitch 32 nm, film 30 nm, modulation 0.8
dissolution averaging a = 2.0 nm, q = 0.1963 1/nm
edge dose 15.0 mJ/cm2, absorption 5.0 1/um
photon energy 91.84 eV
incident photons at edge 10.19 per nm2
absorbed photons at edge 1.420 per nm2
acids per photon 2.0, acids 2.840 per nm2
a=0, d=1: optimum u = 0.5502, sigma/pitch = 0.1670
a=0, d=2: optimum u = 1.2564, sigma/pitch = 0.2523
a=0, d=3: optimum u = 2.3367, sigma/pitch = 0.3441
q a = 0.3927; critical a (d=2) = 5.093 nm
critical pitch for this a (d=2) = 12.57 nm
sigma nm | rel. noise | rel. slope 1/nm | rms edge nm
  0.0 | 0.08370 | 0.14542 | 0.5755
  2.0 | 0.06900 | 0.13996 | 0.4930
  4.0 | 0.05049 | 0.12514 | 0.4035
  7.0 | 0.03418 | 0.09409 | 0.3633
 10.0 | 0.02544 | 0.06446 | 0.3947
 16.0 | 0.01666 | 0.02926 | 0.5694
optimum sigma = 6.914 nm, rms = 0.3632 nm
rms at half the optimum sigma = 0.4222 nm
rms at twice the optimum sigma = 0.4955 nm
D at optimum for 60 s bake = 0.3984 nm2/s
benefit over zero diffusion lost at sigma = 16.17 nm
256 nm segment mean: optimum sigma = 4.179 nm
  rms at sigma 0, optimum, 7 nm = 0.0958, 0.0859, 0.0934 nm
a = 6 nm: rms at sigma 0, 4, 7 nm = 0.3555, 0.3747, 0.4300 nm
Monte Carlo: sigma nm | local rms nm | segment rms nm | local rms nm with quencher 0.4
  0.0 | 0.577 | 0.0879 | 0.681
  4.0 | 0.408 | 0.0913 | 0.482
  7.0 | 0.359 | 0.0953 | 0.432
 10.0 | 0.394 | 0.1152 | 0.462
 16.0 | 0.585 | 0.1991 | 0.663
saturating deprotection (exponent 1.0 at edge):
  rms at sigma 0, 7, 16 nm = 0.586, 0.351, 0.571 nm
photon clusters, electron spread 3.0 nm:
  optimum sigma = 6.013 nm, rms = 0.5564 nm
  rms at sigma 0, 7, 16 nm = 0.7315, 0.5617, 0.9459 nm
  Monte Carlo rms at sigma 7 nm = 0.571 nm
```
